# Imaginary-time density correlation function of the free electron gas

## 1. Definitions and conventions

The system is a gas of noninteracting spin-1/2 fermions in a periodic box of volume $\Omega$ in three dimensions. Hartree atomic units are used, so $\hbar=m=1$ and $\varepsilon_k=k^2/2$. The gas is in equilibrium at inverse temperature $\beta$ and chemical potential $\mu$, with statistical weight $e^{-\beta K}/Z$, where

$$K=H-\mu\hat N,\qquad H=\sum_{k\sigma}\varepsilon_k\,c^\dagger_{k\sigma}c_{k\sigma}.$$

The mean particle number is $N$, the density is $n=N/\Omega$, and $f_k=1/(e^{\beta(\varepsilon_k-\mu)}+1)$ is the occupation of one spin state. Wave-vector labels such as $k+q$ denote vector sums. Sums over $k$ become integrals in the thermodynamic limit, $\sum_k\to\Omega\int d^3k/(2\pi)^3$.

The density operator and its Fourier component are

$$n(r)=\frac1\Omega\sum_q n_q e^{iq\cdot r},\qquad n_q=\sum_{k\sigma}c^\dagger_{k\sigma}c_{k+q,\sigma},\qquad n_{-q}=n_q^\dagger .$$

Evolution in imaginary time is $A(\tau)=e^{\tau H}Ae^{-\tau H}$, with $\tau$ an inverse energy. Because $n_q$ conserves particle number, $H$ may be replaced by $K$ in this evolution. The correlation function is

$$F(q,\tau)=\frac1N\langle n_q(\tau)\,n_{-q}\rangle,\qquad 0\le\tau\le\beta,\quad q\ne0 .$$

The value $q=0$ is excluded because $n_0=\hat N$ has a nonzero mean.

## 2. The pair sum

Since $[H,c_k]=-\varepsilon_kc_k$, the equation $dc_k(\tau)/d\tau=[H,c_k](\tau)$ gives $c_k(\tau)=e^{-\tau\varepsilon_k}c_k$. In the same way $c_k^\dagger(\tau)=e^{\tau\varepsilon_k}c_k^\dagger$. Note that $c_k^\dagger(\tau)$ is not the Hermitian conjugate of $c_k(\tau)$. With $\Delta_k=\varepsilon_{k+q}-\varepsilon_k$,

$$n_q(\tau)=\sum_{k\sigma}e^{-\tau\Delta_k}c^\dagger_{k\sigma}c_{k+q,\sigma},\qquad n_{-q}=\sum_{p\sigma'}c^\dagger_{p+q,\sigma'}c_{p\sigma'} .$$

A thermal average is nonzero only if every mode returns to its initial occupation. The operator $n_{-q}$ acts first and moves a particle from $p$ to $p+q$; the other operator must move it back, so $p=k$ and $\sigma'=\sigma$. The modes $k$ and $k+q$ are distinct and, in the grand canonical ensemble, independent. The average is therefore $f_k(1-f_{k+q})$, and the two spins give

$$F(q,\tau)=\frac2N\sum_k f_k(1-f_{k+q})\,e^{-\tau\Delta_k}. \tag{1}$$

The factor $1-f_{k+q}$ is Pauli blocking: the final state must be empty. At $\tau=0$ equation (1) is the static structure factor,

$$F(q,0)=1-\frac2N\sum_kf_kf_{k+q}.$$

## 3. Symmetry about $\beta/2$

The Fermi function satisfies $f_k=(1-f_k)e^{-\beta(\varepsilon_k-\mu)}$. Applying this to $f_k$, and its inverse to $1-f_{k+q}$, gives

$$f_k(1-f_{k+q})=(1-f_k)f_{k+q}\,e^{\beta\Delta_k}. \tag{2}$$

Insert this in (1) at $\beta-\tau$, where the exponential is $e^{-\beta\Delta_k}e^{\tau\Delta_k}$:

$$F(q,\beta-\tau)=\frac2N\sum_k f_{k+q}(1-f_k)\,e^{\tau\Delta_k}.$$

Now relabel $k\to-k-q$. Since $\varepsilon_{-k}=\varepsilon_k$, this exchanges $f_k$ with $f_{k+q}$ and changes the sign of $\Delta_k$. The right-hand side becomes (1), so

$$F(q,\beta-\tau)=F(q,\tau). \tag{3}$$

Every term of (1) has second derivative $f_k(1-f_{k+q})\Delta_k^2e^{-\tau\Delta_k}\ge0$, and not all of them vanish. Thus $F$ is strictly convex, and together with (3) this places its minimum at $\tau=\beta/2$.

The relabelling used inversion symmetry. A second proof shows where it enters. Writing the trace at $\beta-\tau$ and moving factors cyclically,

$$\begin{aligned}
ZN\,F(q,\beta-\tau)&=\mathrm{Tr}\left[e^{-\beta K}e^{(\beta-\tau)K}n_qe^{-(\beta-\tau)K}n_{-q}\right]\\
&=\mathrm{Tr}\left[e^{-\tau K}n_qe^{-\beta K}e^{\tau K}n_{-q}\right]\\
&=\mathrm{Tr}\left[e^{-\beta K}e^{\tau K}n_{-q}e^{-\tau K}n_q\right]=ZN\,F(-q,\tau).
\end{aligned}$$

This argument does not use the form of $H$, provided that $H$ conserves particle number. It relates $q$ to $-q$; equation (3) follows when $F(-q,\tau)=F(q,\tau)$. Inversion symmetry gives this equality, and so does time-reversal symmetry alone, which maps $n_q$ to $n_{-q}$ and leaves the energies unchanged. Either one suffices.

A ring of five spinless modes shows that the last condition matters. Its density operator moves a particle by one mode. The trace runs over all 32 occupation states and is divided by $Z$ but not by the particle number, with $\beta=2$, $\mu=0.7$ and $\tau=0.5$. For the levels $0,\,0.4,\,1.5,\,1.5,\,0.4$, which are symmetric under inversion, the averages at $\tau$ and $\beta-\tau$ are both 0.941591. For the levels $0,\,0.4,\,1.5,\,1.1,\,0.9$, for which $\varepsilon_{-k}\ne\varepsilon_k$, so that inversion and time reversal are both broken, they are 1.013855 and 1.027128. In both cases the value at $\beta-\tau$ equals the one at $\tau$ with the step reversed.

## 4. Reduction to one integral

Subtracting $f_k(1-f_{k+q})e^{-\beta\Delta_k}=f_{k+q}(1-f_k)$, which is (2) rearranged, from $f_k(1-f_{k+q})$ cancels the products of two occupations:

$$f_k(1-f_{k+q})\left(1-e^{-\beta\Delta_k}\right)=f_k-f_{k+q}. \tag{4}$$

Split $k$ into a component along $q$, written $k_\parallel=x-q/2$, and a transverse part $k_\perp$. Then

$$\Delta_k=qk_\parallel+\tfrac12q^2=qx,$$

which does not depend on $k_\perp$. The transverse integral of one Fermi function, with longitudinal energy $a$ and $t=k_\perp^2/2$, is

$$\int d^2k_\perp f=2\pi\int_0^\infty\frac{dt}{e^{\beta(a+t-\mu)}+1}=2\pi L(a),\qquad L(a)=\frac1\beta\ln\left(1+e^{\beta(\mu-a)}\right).$$

The longitudinal energies of $k$ and $k+q$ are $(x-q/2)^2/2$ and $(x+q/2)^2/2$. Define

$$D(x)=L\!\left(\tfrac12(x-\tfrac q2)^2\right)-L\!\left(\tfrac12(x+\tfrac q2)^2\right).$$

The prefactor is $(2/n)(2\pi)/(2\pi)^3=1/(2\pi^2n)$, so

$$F(q,\tau)=\frac1{2\pi^2n}\int_{-\infty}^{\infty}dx\,D(x)\frac{e^{-\tau qx}}{1-e^{-\beta qx}}. \tag{5}$$

Multiply numerator and denominator by $e^{\beta qx/2}$. The fraction becomes $e^{(\beta/2-\tau)qx}/[2\sinh(\beta qx/2)]$. Both $D$ and the hyperbolic sine are odd, so their quotient is even and only the even part of the exponential survives:

$$F(q,\tau)=\frac1{2\pi^2n}\int_0^\infty dx\,D(x)\frac{\cosh[(\beta/2-\tau)qx]}{\sinh(\beta qx/2)}. \tag{6}$$

The symmetry (3) is now visible in the integrand.

For evaluation, the ratio should be written with decaying exponentials,

$$\frac{\cosh[(\beta/2-\tau)qx]}{\sinh(\beta qx/2)}=\frac{e^{-\tau qx}+e^{-(\beta-\tau)qx}}{1-e^{-\beta qx}},$$

which avoids overflow. The denominator needs a function that computes $e^y-1$ accurately at small $y$, and $L$ needs a stable logarithm of a sum of exponentials. At $x\to0$ the integrand is finite: since $L'(a)=-f(a)$, one has $D(x)\simeq qx\,f_0$, where $f_0$ is the occupation at energy $q^2/8$, and the integrand of (6) tends to $2f_0/\beta$. At large $x$, $D$ falls as $e^{-\beta(x-q/2)^2/2}$, so a finite cutoff suffices. In the example of Section 8, equation (6) and a two-dimensional quadrature of (1) agree to within $10^{-10}$.

## 5. Static response

Let a weak potential energy $2v\cos(q\cdot r)$ act on each particle. The added operator is

$$V=\int d^3r\,2v\cos(q\cdot r)\,n(r)=v(n_q+n_{-q}).$$

To expand the new statistical weight, set $U(\tau)=e^{\tau K}e^{-\tau(K+V)}$. Differentiation gives $dU/d\tau=-V(\tau)U$ with $U(0)=1$, hence to first order in $v$

$$e^{-\beta(K+V)}=e^{-\beta K}\left[1-\int_0^\beta d\tau\,V(\tau)\right].$$

The partition function is unchanged at this order because $\langle n_{\pm q}\rangle=0$. Momentum conservation removes the average of $n_q(\tau)n_q$, leaving

$$\delta\langle n_q\rangle=-v\int_0^\beta d\tau\,\langle n_{-q}(\tau)n_q\rangle=-vN\int_0^\beta d\tau\,F(q,\tau),$$

where the last step uses $F(-q,\tau)=F(q,\beta-\tau)$ from Section 3, which makes the integrals for $q$ and $-q$ equal without any further symmetry. The components at $q$ and $-q$ together give $\delta n(r)=(2/\Omega)\,\delta\langle n_q\rangle\cos(q\cdot r)$. With the response defined by $\delta n(r)=\chi(q)\,2v\cos(q\cdot r)$,

$$\chi(q)=-n\int_0^\beta d\tau\,F(q,\tau). \tag{7}$$

The sign is negative because particles gather where their potential energy is low. This $\chi$ is the equilibrium response at fixed temperature and chemical potential.

For the free gas the integral can be done term by term. From (1), $\int_0^\beta e^{-\tau\Delta}d\tau=(1-e^{-\beta\Delta})/\Delta$, and (4) turns each term into a difference of occupations:

$$\chi(q)=-\frac2\Omega\sum_k\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}. \tag{8}$$

This is the static Lindhard function at finite temperature. In a discrete sum, a term with $\Delta_k=0$ must be given its limit $\beta f_k(1-f_k)$, which is what the $\tau$ integral yields. The same integration applied to (6) uses $\int_0^\beta\cosh[(\beta/2-\tau)qx]\,d\tau=2\sinh(\beta qx/2)/(qx)$ and gives

$$\chi(q)=-\frac1{\pi^2q}\int_0^\infty dx\,\frac{D(x)}x. \tag{9}$$

## 6. Initial slope and f-sum rule

Differentiating (1) at $\tau=0$ gives

$$\left.\frac{\partial F}{\partial\tau}\right|_{0^+}=-\frac2N\sum_kf_k\Delta_k+\frac2N\sum_kf_kf_{k+q}\Delta_k .$$

Under $k\to-k-q$ the product $f_kf_{k+q}$ is unchanged and $\Delta_k$ changes sign, so the second sum vanishes. Pauli blocking lowers $F(q,0)$ but leaves its slope alone. In the first sum $\Delta_k=k\cdot q+q^2/2$; the term $k\cdot q$ is odd in $k$ and drops out, and $2\sum_kf_k=N$. Therefore

$$\left.\frac{\partial F}{\partial\tau}\right|_{0^+}=-\frac{q^2}2, \tag{10}$$

or $-\hbar^2q^2/2m$ in ordinary units, at any temperature and density.

To read this as a frequency sum rule, define the dynamic structure factor by $F(q,\tau)=\int d\omega\,S(q,\omega)e^{-\tau\omega}$. Substituting $\omega=qx$ in (5) identifies it as

$$S(q,\omega)=\frac{D(\omega/q)}{2\pi^2nq\,(1-e^{-\beta\omega})}.$$

The slope is minus the first moment of $S$, so (10) is the f-sum rule $\int d\omega\,\omega S(q,\omega)=q^2/2$. Because $D$ is odd, $S(q,-\omega)=e^{-\beta\omega}S(q,\omega)$, which is the symmetry (3) expressed in frequency.

The one-dimensional form offers a separate check. The density is $n=(2\pi^2)^{-1}\int_{-\infty}^\infty dp\,L(p^2/2)$. Shifting the variable by $\pm q/2$ in the two parts of $D$ gives

$$\int_0^\infty dx\,xD(x)=\frac12\left[\frac q2+\frac q2\right]\int_{-\infty}^\infty dp\,L(p^2/2)=\pi^2nq .$$

Differentiating (6) at $\tau=0$ gives $-(q/2\pi^2n)\int_0^\infty xD\,dx=-q^2/2$, as required. A cutoff that is too small, a quadrature grid that is too coarse, or a density inconsistent with $\mu$ can each show up as an error in this moment.

By (3) the slope at $\beta^-$ is $+q^2/2$. The periodic continuation of $F$ therefore has a cusp at $\tau=0$, where the slope jumps by $-q^2$. Finite differences must stay on one side of it. The cusp also fixes the high-frequency tail of the Fourier coefficients at $\omega_l=2\pi l/\beta$, $l\ne0$. Integrate by parts repeatedly. By (3), $F$ and $F''$ take equal values at $0^+$ and $\beta^-$, so the boundary terms of order $\omega_l^{-1}$ and $\omega_l^{-3}$ vanish, which leaves

$$\int_0^\beta d\tau\,e^{i\omega_l\tau}F(q,\tau)=\frac{F'(\beta^-)-F'(0^+)}{\omega_l^2}+O(\omega_l^{-4})=\frac{q^2}{\omega_l^2}+O(\omega_l^{-4}),$$

so a truncated Fourier sum converges slowly unless this tail is added.

## 7. Two limits

**Long waves.** For $q\to0$ at fixed temperature, $\Delta_k\to0$ and (1) loses its dependence on $\tau$. Since $\partial f_k/\partial\mu=\beta f_k(1-f_k)$,

$$F(q\to0,\tau)=\frac2N\sum_kf_k(1-f_k)=\frac1{n\beta}\frac{\partial n}{\partial\mu}.$$

Equation (7) then gives $\chi\to-\partial n/\partial\mu$, the response to a uniform shift of potential. The slope (10) vanishes as $q^2$, consistent with a flat function.

**High temperature.** Let $z=e^{\beta\mu}\ll1$. To leading order $f_k=ze^{-\beta\varepsilon_k}$ and blocking is negligible. Then $k_\parallel$ has a Gaussian distribution of variance $1/\beta$, and averaging $e^{-\tau(qk_\parallel+q^2/2)}$ gives

$$F_{\rm cl}(q,\tau)=\exp\left[-\frac{q^2\tau(\beta-\tau)}{2\beta}\right]. \tag{11}$$

It is symmetric about $\beta/2$ and has initial slope $-q^2/2$. The term linear in $\tau$ in the exponent, $-\tau q^2/2$, comes from the recoil energy, and the quadratic term, $+\tau^2q^2/2\beta$, from the thermal spread of $k_\parallel$. In ordinary units both are proportional to $\hbar^2$, so the dependence on $\tau$ is a quantum effect that remains when the statistics are classical.

The first correction comes from the next order in $z$:

$$f_k(1-f_{k+q})\simeq ze^{-\beta\varepsilon_k}-z^2\left[e^{-2\beta\varepsilon_k}+e^{-\beta(\varepsilon_k+\varepsilon_{k+q})}\right],$$

while the density is proportional to $z-z^2/2^{3/2}$. At $\tau=\beta/2$ each term in the bracket contributes $2^{-3/2}e^{-3\beta q^2/16}$ relative to the leading normalization, so

$$F-F_{\rm cl}\simeq\frac z{2^{3/2}}\left(e^{-\beta q^2/8}-2e^{-3\beta q^2/16}\right).$$

With $\theta=1/(\beta E_F)$, where $E_F$ is the Fermi energy, $z\simeq4\theta^{-3/2}/(3\sqrt\pi)$. For $\beta q^2=1$ the formula gives $-2.31\times10^{-3}$ at $\theta=20$ and $-7.29\times10^{-5}$ at $\theta=200$. The direct integral gives $-2.300\times10^{-3}$ and $-7.292\times10^{-5}$.

## 8. Worked example

Take the model parameters $r_s=2$, $\theta=1$ and $q=k_F$. The density is $n=3/(4\pi r_s^3)=0.029842$ bohr$^{-3}$, and $k_F=(3\pi^2n)^{1/3}=0.9596$ bohr$^{-1}$. Hence $E_F=k_F^2/2=0.4604$ hartree and $\beta=1/E_F=2.172$ hartree$^{-1}$. Solving for the density gives $\mu=-0.0099$ hartree.

The function starts at $F(q,0)=0.8621$, so Pauli blocking removes 0.1379 from the value 1 of uncorrelated particles. It falls to 0.7764 at $\tau=0.1\beta$ and to its minimum 0.6437 at $\beta/2$, then rises through the same values. The tangent at the origin predicts $0.8621-0.4604\times0.2172=0.7621$ at $0.1\beta$. The actual value lies above it, as convexity requires.

The integral over $\tau$ is 1.5475 hartree$^{-1}$, and (7) gives

$$\chi=-0.029842\times1.5475=-0.04618\ \text{hartree}^{-1}\,\text{bohr}^{-3},$$

which is $-11.45$ eV$^{-1}$ nm$^{-3}$. Equations (8) and (9) give the same value. So does the density of a gas whose one-particle states were diagonalized in the potential $2v\cos(q\cdot r)$ with $v=0.001$ hartree, a route that does not use $F$. The agreement there was tested to a relative $10^{-5}$. In that potential, of amplitude 0.002 hartree, the density is modulated by a fraction $0.002\times1.5475=0.0031$.

The one-sided difference at the origin gives a slope of $-0.4604$ hartree, and the one at $\beta$ gives $+0.4604$ hartree. Both match $q^2/2=0.4604$ hartree, or 12.53 eV, in size.

At fixed density and $q$, temperature changes the function but not this slope:

| $\theta$ | $F(q,0)$ | $F(q,\beta/2)$ | $\int F\,d\tau$ (hartree$^{-1}$) |
|---|---|---|---|
| 0.25 | 0.7208 | 0.1809 | 2.726 |
| 1 | 0.8621 | 0.6437 | 1.547 |
| 4 | 0.9716 | 0.9110 | 0.506 |

The blocked part $1-F(q,0)$ shrinks from 0.279 to 0.028 as the gas is heated. The dip also becomes shallower. Convexity and (10) bound its depth by $(q^2/2)(\beta/2)$, which equals $1/(2\theta)$ for $q=k_F$. At $\theta=4$ the bound is 0.125 and the depth is 0.061: the interval is too short for a deep minimum. The slope alone is thus a weak test of an implementation, since it does not respond to an error in temperature as long as $\mu$ is solved for the same density. The integral and the value at $\beta/2$ do, though not equally in every regime. For $q=k_F$, raising the temperature by 10% changes the integral by $-6\%$ and $F(q,\beta/2)$ by $+4\%$ at $\theta=1$. At $\theta=0.05$ the changes are $-0.06\%$ and $+21\%$, and at $\theta=16$ they are $-9\%$ and $+0.2\%$. The two quantities are best checked together.

## 9. Range of validity

Equations (1), (6), (8) and (9) hold for free particles. The numbers above leave out the interaction between electrons and are not predictions for an interacting gas at $r_s=2$.

The relations (3), (7) and (10) reach further. The trace proof of (3) holds for an interacting gas with inversion or time-reversal symmetry, and the expansion behind (7) holds for an interacting, homogeneous gas without either. For (10), stationarity together with inversion or time reversal gives

$$\left.\frac{\partial F}{\partial\tau}\right|_{0^+}=\frac1N\langle[H,n_q]n_{-q}\rangle=\frac1{2N}\langle[[H,n_q],n_{-q}]\rangle .$$

An interaction that depends on particle positions alone commutes with $n_q$. The kinetic energy contributes $\sum_{k\sigma}(2\varepsilon_k-\varepsilon_{k+q}-\varepsilon_{k-q})\,c^\dagger_{k\sigma}c_{k\sigma}=-q^2\hat N$ to the double commutator, which reproduces $-q^2/2$. A dispersion other than $k^2/2$, as on a lattice, changes that bracket, and a nonlocal potential adds a commutator of its own. In those cases (10) must be replaced by the corresponding average.

The numerical output follows.

## Computed results

```
rs = 2.0 bohr, theta = 1.00
density n = 0.029842 bohr^-3
Fermi wave number kF = q = 0.95958 bohr^-1
Fermi energy = 0.46040 hartree
beta = 2.17204 hartree^-1
chemical potential = -0.00988 hartree
tau/beta, F direct, F one-dimensional (no unit):
  0.00  0.862078  0.862078
  0.10  0.776402  0.776402
  0.25  0.692723  0.692723
  0.50  0.643652  0.643652
  0.75  0.692723  0.692723
  0.90  0.776402  0.776402
  1.00  0.862078  0.862078
Pauli weight 1-F(q,0) = 0.137922
Pauli part of slope = 3.5e-18 hartree (size)
integral of F = 1.547494 hartree^-1
chi in hartree^-1 bohr^-3:
  from integral of F     -0.0461796
  one-dimensional form   -0.0461796
  Lindhard pair integral -0.0461796
  gas in weak potential  -0.0461796
  v in that potential = 0.0010 hartree
chi = -11.4524 eV^-1 nm^-3
slope at 0 = -0.46040 hartree
slope at beta = 0.46040 hartree
q^2/2 = 0.46040 hartree = 12.5280 eV
theta, F(0), F(beta/2), integral (hartree^-1), slope (hartree):
  0.25  0.72080  0.18094  2.72567  -0.46040
  1.00  0.86208  0.64365  1.54749  -0.46040
  4.00  0.97156  0.91101  0.50551  -0.46040
q = 0.01 kF: F(0) = 0.79332, F(beta/2) = 0.79329
(dn/dmu)/(n beta) = 0.79331
F minus classical F at q^2 beta = 1, tau = beta/2:
  theta = 20: -2.300e-03, theta = 200: -7.292e-05
  ratio = 31.55, 10^(3/2) = 31.62
five-level ring: beta = 2.0, mu = 0.7, tau = 0.5
  levels with inversion: [0.0, 0.4, 1.5, 1.5, 0.4]
  levels without inversion: [0.0, 0.4, 1.5, 1.1, 0.9]
  even: trace at tau 0.941591, at beta-tau 0.941591
  uneven: trace at tau 1.013855, at beta-tau 1.027128
```
